\section*{The Adiabatic-Connection Fluctuation-Dissipation Formula and Its RPA Form, part 2}

The correlation energy $E_c$ of interacting electrons is sought from their density response. The exact formula is known; this part examines its $\lambda=0$ limit and then approximates the response. Hartree atomic units and zero temperature are used. Sites $p,q$ have number operators $\hat n_p$, densities $n_p$ and a real symmetric interaction matrix $v_{pq}$. The continuum follows from $\sum_p\to\int d^3r$ and $\delta_{pq}\to\delta(\mathbf r-\mathbf r')$.

The interaction $\hat W$ is scaled to $\lambda\hat W$ while a potential $u_\lambda$ keeps the physical density. The ground state $|0\rangle$, at $\lambda=0$ the Kohn-Sham determinant $\Phi$, has excited states $|m\rangle$ at excitation energies $\omega_m$. With $M^m_{pq}=\langle0|\hat n_p|m\rangle\langle m|\hat n_q|0\rangle$, the response to a field $e^{\omega\tau}$ is
\begin{equation}
\chi_{pq}(i\omega)=\sum_m\frac{-2\omega_m\,\mathrm{Re}M^m_{pq}+2\omega\,\mathrm{Im}M^m_{pq}}{\omega_m^2+\omega^2},
\label{gen}
\end{equation}
and for a real Hamiltonian
\begin{equation}
\chi_{pq}(i\omega)=-2\sum_m\frac{\omega_m\,\langle0|\hat n_p|m\rangle\langle m|\hat n_q|0\rangle}{\omega_m^2+\omega^2}.
\label{leh}
\end{equation}
The interaction energy and $E_c$ are
\begin{equation}
\langle\hat W\rangle_\lambda=E_H-\frac1{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}[v\chi_\lambda(i\omega)]-\tfrac12\sum_pv_{pp}n_p,\qquad E_H=\tfrac12\sum_{pq}v_{pq}n_pn_q ,
\label{Wl}
\end{equation}
\begin{equation}
E_c=-\frac1{2\pi}\int_0^1d\lambda\int_0^\infty d\omega\;\mathrm{Tr}\big[v\big(\chi_\lambda(i\omega)-\chi_0(i\omega)\big)\big].
\label{ACFD}
\end{equation}
For the Coulomb interaction the frequency integral in (\ref{Wl}) diverges together with the self term, its last term. Dimensions and symmetry suggested, for an energy built from $\chi_0$ at one frequency at a time,
\begin{equation}
E=\int d\omega\;\mathrm{Tr}\,g\big(\chi_0(\omega)v\big),
\label{form}
\end{equation}
with $g(x)$ starting at $x^2$.

The two-site model has hopping $-t$, one electron of each spin, $v_{11}=v_{22}=v_0$, $v_{12}=v_1$ and $\hat n_{1,2}=1\pm\hat m$. The open chain has four sites, two electrons of each spin, hopping $t=0.5$ Ha, spacing $d=2$ bohr, site energies $(0.4,-0.2,0.1,-0.3)$ Ha and $v_{pq}=[(z_p-z_q)^2+1]^{-1/2}$. Its density is $n=(0.7111,1.1847,0.6571,1.4472)$ and its Kohn-Sham potential $u_0=(0.0788,-0.1100,0.2384,-0.2072)$ Ha. At $\lambda=0.5$, $\langle\hat W\rangle=2.532135$ Ha and $W_c=\langle\hat W\rangle_\lambda-\langle\hat W\rangle_0=-0.048693$ Ha.

\subsection{The limit $\lambda=0$: Kohn-Sham response and exchange}

Let $\Phi$ be a closed shell with real occupied orbitals $\phi_i,\phi_j$, empty orbitals $\phi_a,\phi_b$ and gaps $\Delta_{ia}=\epsilon_a-\epsilon_i>0$. The one-body operator $\hat n_p$ connects $\Phi$ to single excitations $i\sigma\to a\sigma$ with matrix element $B_{p,ia}=\phi_i(p)\phi_a(p)$. The two spins contribute equally, so (\ref{leh}) gives
\begin{equation}
\chi_{0,pq}(i\omega)=-\sum_{ia}B_{p,ia}\,D_{ia}\,B_{q,ia},\qquad D_{ia}=\frac{4\Delta_{ia}}{\Delta_{ia}^2+\omega^2}.
\label{chi0}
\end{equation}
With $\gamma_{pq}=\sum_i\phi_i(p)\phi_i(q)$, orbital completeness gives $\sum_a\phi_a(p)\phi_a(q)=\delta_{pq}-\gamma_{pq}$, and $\int_0^\infty D\,d\omega=2\pi$. Hence $-\frac1\pi\int\chi_{0,pq}\,d\omega=2\gamma_{pq}(\delta_{pq}-\gamma_{pq})$. In (\ref{Wl}) the $\delta_{pq}$ part contributes $\sum_pv_{pp}\gamma_{pp}$, which cancels the self term because $n_p=2\gamma_{pp}$. What remains is
\begin{equation}
\langle\hat W\rangle_0=E_H+E_x,\qquad E_x=-\sum_{pq}v_{pq}\gamma_{pq}^2 ,
\end{equation}
the Fock exchange energy of the two spin channels. In the chain $E_H=4.065991$ Ha, and $E_x=-1.485162$ Ha both from $\gamma$ and from the frequency integral. Then $\langle\hat W\rangle_0=2.58083$ Ha, and adding $W_c(0.5)=-0.04869$ Ha returns the $2.53214$ Ha found above.

\subsection{The same limit in the uniform gas}

In a spin-unpolarized uniform gas with a neutralizing background, the density $n=k_F^3/3\pi^2$ is taken to stay uniform at every $\lambda$, and the background cancels $E_H$. The orbitals are plane waves in a volume $V$, so (\ref{gen}) applies with $M=e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}/V^2$ for the excitation $\mathbf k\to\mathbf k+\mathbf q$. The excitation $-\mathbf k\to-\mathbf k-\mathbf q$ has the same energy $\Delta=\mathbf k\cdot\mathbf q+q^2/2$ and the conjugate $M$, so the imaginary parts cancel. Reading off the Fourier coefficient, with a factor 2 for spin,
\begin{equation}
\chi_0(q,i\omega)=-4\int\frac{d^3k}{(2\pi)^3}\,\frac{\Delta}{\Delta^2+\omega^2},\qquad k<k_F<|\mathbf k+\mathbf q| .
\label{pair}
\end{equation}
The second restriction can be dropped. The region where $\mathbf k$ and $\mathbf k+\mathbf q$ both lie inside the sphere is mapped onto itself, with unit Jacobian, by $\mathbf k\to-\mathbf k-\mathbf q$, and this map reverses the sign of $\Delta$; the odd integrand gives zero there.

Set $z=q/2k_F$, $u=\omega/qk_F$, and let $sk_F$ be the component of $\mathbf k$ along $\mathbf q$. Then $\Delta=qk_F(s+z)$, and a slice of the Fermi sphere has volume $\pi k_F^3(1-s^2)\,ds$. The prefactor is $4\pi k_F^3/(8\pi^3qk_F)=(k_F/\pi^2)/4z$, so
\begin{equation}
\chi_0=-\frac{k_F}{\pi^2}F(z,u),\qquad F=\frac1{4z}\int_{-1}^1ds\,\frac{(1-s^2)(s+z)}{(s+z)^2+u^2}.
\label{Fint}
\end{equation}
With $y=s+z$, $1-s^2=1-z^2+2zy-y^2$. Using $y^2=(y^2+u^2)-u^2$ in the terms $2zy^2$ and $-y^3$ of the numerator, the integrand is
\begin{equation}
2z-y+\frac{(1-z^2+u^2)\,y-2zu^2}{y^2+u^2}.
\end{equation}
Between $y=z-1$ and $z+1$ the polynomial part integrates to $4z-2z=2z$, the term in $y$ to a logarithm and the last term to an arctangent. Dividing by $4z$ gives the Lindhard function at imaginary frequency,
\begin{equation}
F=\frac12+\frac{1-z^2+u^2}{8z}\ln\frac{(z+1)^2+u^2}{(z-1)^2+u^2}-\frac u2\Big[\arctan\frac{1+z}u+\arctan\frac{1-z}u\Big].
\label{Lind}
\end{equation}
It is positive by (\ref{pair}). Quadrature of the restricted pair sum (\ref{pair}) gives $F(0.3,0.5)=0.427291$, as does (\ref{Lind}).

The structure factor $S_0(q)=-\frac1{\pi n}\int\chi_0\,d\omega$, with $d\omega=2k_F^2z\,du$, is $S_0=(6z/\pi)\int_0^\infty F\,du$. In (\ref{Fint}) the $u$ integral gives $\frac\pi2\,\mathrm{sgn}(s+z)$, so $S_0=\frac34\int_{-1}^1(1-s^2)\,\mathrm{sgn}(s+z)\,ds$. For $z\ge1$ this is $\frac34\cdot\frac43=1$. For $z<1$ the intervals $[-1,-z]$ and $[z,1]$ cancel, leaving $\frac34(2z-\frac23z^3)=\frac32z-\frac12z^3$, which is $0.6875$ at $z=0.5$.

The Coulomb interaction has $v(q)=4\pi/q^2$, from $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$. Both $v$ and $\chi_0$ are diagonal in $\mathbf q$, so $\mathrm{Tr}\to V\int d^3q/(2\pi)^3$, and $v_{pp}\to\int d^3q\,v(q)/(2\pi)^3$. Per electron, (\ref{Wl}) gives
\begin{align}
\varepsilon_x&=\frac12\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}(S_0-1)=\frac1\pi\int_0^\infty dq\,(S_0-1)\nonumber\\
&=\frac{2k_F}\pi\Big(\frac34-\frac18-1\Big)=-\frac{3k_F}{4\pi}.
\end{align}
The $S_0$ term and the $-1$ each diverge linearly in $q$, which is the cancellation noted after (\ref{ACFD}). For $r_s=2$ bohr, defined by $n=3/4\pi r_s^3=0.029842$ bohr$^{-3}$, $k_F=(9\pi/4)^{1/3}/r_s=0.959579$ bohr$^{-1}$ and $\varepsilon_x=-3(0.959579)/4\pi=-0.22908$ Ha per electron. The numerical double integral of (\ref{Lind}) is tested against the Slater exchange functional and gives this value.

\section{Part II: the random-phase approximation}

\subsection{Symbols and results carried over}

Sites are $p,q$, the interaction matrix is $v$, and $\chi_\lambda(i\omega)$ is the density response to a field $e^{\omega\tau}$ in the system with interaction $\lambda v$ and the physical density. It is real, symmetric and negative semidefinite, with $\sum_q\chi_{pq}=0$. The exact result is
\begin{equation}
E_c=\int_0^1W_c\,d\lambda,\qquad W_c(\lambda)=-\frac1{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}[v(\chi_\lambda-\chi_0)] .
\label{recall}
\end{equation}
For a closed shell $\chi_0=-BDB^T$, with $B_{p,ia}=\phi_i(p)\phi_a(p)$ and the diagonal matrix $D_{ia}=4\Delta_{ia}/(\Delta_{ia}^2+\omega^2)$. The symmetric two-site model has gap $\Delta=2t$, $K=(v_0-v_1)/2$, $\rho_\lambda=\sqrt{\Delta^2+\lambda^2K^2}$, $\omega_S=\lambda K+\rho_\lambda$, $\langle\hat m^2\rangle_\lambda=\frac12(1-\lambda K/\rho_\lambda)$ and $E_c=\Delta-\rho_1$. The four-site chain has $E_c=-0.047448$ Ha. The uniform gas has $\chi_0=-(k_F/\pi^2)F(z,u)$ with $z=q/2k_F$, $u=\omega/qk_F$.

\subsection{The approximation}

Let the Kohn-Sham electrons respond to an applied potential $\delta u\,e^{\omega\tau}$ together with the Hartree potential of the induced charge, $\lambda v\,\delta n\,e^{\omega\tau}$. Both grow at the same rate, so $\delta n=\chi_0(\delta u+\lambda v\,\delta n)$ at one frequency. Writing $\delta n=\chi_\lambda^{\rm RPA}\delta u$,
\begin{equation}
\chi^{\rm RPA}_\lambda=\chi_0+\lambda\chi_0v\,\chi^{\rm RPA}_\lambda=(1-\lambda\chi_0v)^{-1}\chi_0 .
\label{dyson}
\end{equation}
The true response obeys $\chi_\lambda=\chi_0+\chi_0(\lambda v+f_{xc,\lambda})\chi_\lambda$, which defines the exchange-correlation kernel as $\chi_0^{-1}-\chi_\lambda^{-1}-\lambda v$ on the space orthogonal to the constant vector, provided both responses are invertible there. The RPA sets $f_{xc,\lambda}=0$. It is a mean-field approximation to $\chi_\lambda$, and nothing guarantees that (\ref{dyson}) is the response of an antisymmetric many-electron state. In the chain, propagating the Kohn-Sham orbitals with the self-consistent change of the Hartree potential gives $\chi_{00}=-0.306193$ Ha$^{-1}$ at $\omega=1$ Ha, equal to (\ref{dyson}). Its magnitude is 11\% below the exact $0.344876$ Ha$^{-1}$.

\subsection{The coupling-constant integral in closed form}

Assume that $v$ is positive definite, as the Coulomb interaction is because $4\pi/q^2>0$. It then has a symmetric square root. Define $X(\omega)=-v^{1/2}\chi_0v^{1/2}$, which is symmetric and positive semidefinite, with eigenvalues $a_k\ge0$. Multiply the first form of (\ref{dyson}) by $v^{1/2}$ on both sides and set $Y=v^{1/2}\chi_\lambda^{\rm RPA}v^{1/2}$. This gives $Y=-X-\lambda XY$, so
\begin{equation}
Y=-(1+\lambda X)^{-1}X ,
\label{Y}
\end{equation}
where the inverse exists because $1+\lambda a_k\ge1$. Cyclic invariance gives $\mathrm{Tr}[v\chi_\lambda^{\rm RPA}]=\mathrm{Tr}\,Y$ and $\mathrm{Tr}[v\chi_0]=-\mathrm{Tr}X$. Therefore
\begin{align}
\mathrm{Tr}[v(\chi^{\rm RPA}_\lambda-\chi_0)]&=\sum_k\Big[a_k-\frac{a_k}{1+\lambda a_k}\Big]=\sum_k\frac{\lambda a_k^2}{1+\lambda a_k},\label{Wrpa}\\
\int_0^1d\lambda\,\Big[a_k-\frac{a_k}{1+\lambda a_k}\Big]&=a_k-\ln(1+a_k).
\end{align}
The $a_k$ do not depend on $\lambda$, because $\chi_0$ is fixed by the density. The integrand (\ref{Wrpa}) has one sign, so the two integrals in (\ref{recall}) may be exchanged, and
\begin{equation}
E_c^{\rm RPA}=\frac1{2\pi}\int_0^\infty d\omega\sum_k\big[\ln(1+a_k)-a_k\big].
\label{eig}
\end{equation}
Finally $\chi_0v=v^{-1/2}(-X)v^{1/2}$ is similar to $-X$, so $1-\chi_0v$ has the eigenvalues $1+a_k$, and its matrix logarithm has the trace $\sum_k\ln(1+a_k)=\ln\det(1-\chi_0v)$. This gives
\begin{equation}
E_c^{\rm RPA}=\frac1{2\pi}\int_0^\infty d\omega\;\mathrm{Tr}\big[\ln(1-\chi_0v)+\chi_0v\big].
\label{RPA}
\end{equation}
A semidefinite $v$ is reached by adding a small multiple of the unit matrix and letting it vanish, since determinant and trace are continuous. The result has the form (\ref{form}) with $g(x)=[\ln(1-x)+x]/2\pi=-x^2/4\pi-\dots$. The signs are traced as follows: $\chi_0v$ has eigenvalues $-a_k\le0$, the logarithm is positive, and the linear term is negative and at least as large.

From $0\le\lambda a^2/(1+\lambda a)\le\lambda a^2$ follows $-a^2/2\le\ln(1+a)-a\le0$: the RPA energy is not positive and not below its own second-order term. The power series in $\chi_0v$ needs all $a_k<1$ to converge absolutely, while (\ref{eig}) needs no such condition. If $v$ has negative eigenvalues, $\det(1-\lambda\chi_0v)$ can vanish at some frequency for some $\lambda<1$. At that point (\ref{dyson}) has no solution; for larger $\lambda$ the mean-field state is unstable, the frequency integrand has a pole and the integral (\ref{recall}) is undefined.

For the chain at $\omega=1$ Ha the eigenvalues are $0$, $0.142677$, $0.379208$, $0.451642$. The zero comes from $\sum_q\chi_{0,pq}=0$. The others contribute
\begin{align}
&(0.1334-0.1427)+(0.3215-0.3792)+(0.3727-0.4516)\nonumber\\
&\quad=-0.0093-0.0577-0.0789=-0.1459 ,
\end{align}
the printed integrand. Quadrature over $\lambda$ of the Dyson solution and the logarithmic form both give $E_c^{\rm RPA}=-0.070557$ Ha, or $-1.920$ eV, which is 49\% more negative than the exact $-0.047448$ Ha.

\subsection{The frequency integral in closed form}

Define $K_{ia,jb}=(B^TvB)_{ia,jb}=(ia|jb)$. The identity $\det(1+PQ)=\det(1+QP)$, which holds because $PQ$ and $QP$ share their nonzero eigenvalues, moves the determinant to the space of excitations. With $\Delta$ the diagonal matrix of gaps,
\begin{align}
\det(1-\chi_0v)&=\det(1+DK)=\frac{\det(\omega^2+\Delta^2+4\Delta K)}{\prod_{ia}(\omega^2+\Delta_{ia}^2)}\nonumber\\
&=\frac{\det\big(\omega^2+\Delta^{1/2}(\Delta+4K)\Delta^{1/2}\big)}{\prod_{ia}(\omega^2+\Delta_{ia}^2)}=\frac{\prod_\nu(\omega^2+\Omega_\nu^2)}{\prod_{ia}(\omega^2+\Delta_{ia}^2)} .
\end{align}
The second step factors $\omega^2+\Delta_{ia}^2$ out of each row, and the third is the similarity transformation $\Delta^{-1/2}(\cdots)\Delta^{1/2}$. The $\Omega_\nu^2$ are the eigenvalues of the positive definite matrix $\Delta^{1/2}(\Delta+4K)\Delta^{1/2}$. The determinant vanishes at $\omega^2=-\Omega_\nu^2$, unless $\Omega_\nu$ equals a gap and a factor of the denominator cancels the zero, so the $\Omega_\nu$ are the RPA excitation energies. Numerator and denominator have equally many factors and can be paired. The integral $I(\Omega)=\int_0^\infty\ln[(\omega^2+\Omega^2)/(\omega^2+\Delta^2)]\,d\omega$ has $I(\Delta)=0$ and $dI/d\Omega=\int_0^\infty2\Omega\,d\omega/(\omega^2+\Omega^2)=\pi$, so $I=\pi(\Omega-\Delta)$. The linear term is $-\int\mathrm{Tr}[DK]\,d\omega=-2\pi\sum_{ia}K_{ia,ia}$. Dividing by $2\pi$,
\begin{equation}
E_c^{\rm RPA}=\tfrac12\Big[\sum_\nu\Omega_\nu-\sum_{ia}\big(\Delta_{ia}+2K_{ia,ia}\big)\Big].
\label{plas}
\end{equation}
This has the form of a change of zero-point energy of coupled oscillators, with the part of first order in $K$ removed. The same $\Omega_\nu$ solve $\mathcal A\xi+\mathcal B\zeta=\Omega\xi$, $-\mathcal B\xi-\mathcal A\zeta=\Omega\zeta$ with $\mathcal A=\Delta+2K$, $\mathcal B=2K$: the sum and difference of the two equations give $(\mathcal A-\mathcal B)(\mathcal A+\mathcal B)(\xi+\zeta)=\Omega^2(\xi+\zeta)$, and the product is $\Delta(\Delta+4K)$. The numerical check obtains $\Omega_\nu$ by this route.

The chain has orbital energies $-0.799946,\,-0.375123,\,0.316388,\,0.858681$ Ha; the first gap, for instance, is $0.316388+0.799946=1.116334$ Ha. The sums, in Ha, are
\begin{align}
\textstyle\sum\Omega&=0.928924+1.193704+1.559336+1.906875=5.588839,\nonumber\\
\textstyle\sum\Delta&=1.116334+1.658627+0.691511+1.233805=4.700277,\nonumber\\
\textstyle\sum K&=0.124216+0.128745+0.158320+0.103557=0.514838,\nonumber
\end{align}
and $\frac12(5.588839-4.700277-1.029676)=-0.070557$ Ha.

For two sites $B=(\frac12,-\frac12)^T$, so $(ia|ia)=\frac14(2v_0-2v_1)=K$, $\Omega=\sqrt{\Delta^2+4\Delta K}$ and $E_c^{\rm RPA}=\frac12(\Omega-\Delta-2K)$. For $K\ll\Delta$, $\Omega=\Delta+2K-2K^2/\Delta+\dots$ and $E_c^{\rm RPA}\to-K^2/\Delta$, twice the exact $-K^2/2\Delta$. For $K\gg\Delta$, $E_c^{\rm RPA}\to-K+\sqrt{\Delta K}-\Delta/2$ against the exact $-K+\Delta$. The leading term is right, and since $\sqrt{\Delta K}$ outgrows the terms of order $\Delta$ the RPA lies above the exact value. The two energies cross at $K=3\Delta/4$, where $\Omega=2\Delta$, $\rho_1=5\Delta/4$ and both equal $-\Delta/4$. In this model the error changes sign with coupling strength, so the RPA energy is neither an upper nor a lower bound.

The non-interacting response gives the exchange energy, and the random-phase approximation gives a correlation energy in closed form, which for the chain is 49% more negative than the exact value. What remains is to find which terms it loses at weak coupling and to apply it to separated fragments and the uniform gas.

Numbers in the example were calculated in double precision.
